# Derivation and limits of the canonical d-band hopping ratio -6:4:-1, part 2

May a tight-binding model of a d band use the ratio $dd\sigma:dd\pi:dd\delta=-6:4:-1$ and the law $d^{-5}$, and how many neighbour shells does it need? Hartree atomic units are used. $L=(l,m)$, the $Y_L$ are real and orthonormal, and $\mathcal{Y}_L(\mathbf r)=r^lY_L(\hat{\mathbf r})=T_{i_1\cdots i_l}x_{i_1}\cdots x_{i_l}$ with $T$ symmetric and traceless. With $w$ a free length, the structure constants $S$ are defined by

$$K_L(\mathbf r)=\left(\frac rw\right)^{-l-1}Y_L,\qquad J_L(\mathbf r)=\frac{1}{2(2l+1)}\left(\frac rw\right)^{l}Y_L ,$$

$$K_L(\mathbf r-\mathbf R)=-\sum_{L'}J_{L'}(\mathbf r)\,S_{L'L}(\mathbf R),\qquad r<R .$$

Hobson's formula and the projection norm are

$$\mathcal{Y}_L(\nabla)f(r)=\mathcal{Y}_L(\mathbf r)\left(\frac1r\frac{d}{dr}\right)^lf(r),\qquad \mathcal{Y}_L(\nabla)\,\mathcal{Y}_{L'}(\mathbf r)\Big|_{0}=\delta_{LL'}\,\frac{(2l+1)!!}{4\pi}.$$

For $l=l'=2$ they lead to

$$S_{L'L}(\mathbf R)=-\frac{8\pi}{9}\,w^5\,\mathcal{Y}_{L'}(\nabla)\,\mathcal{Y}_L(\nabla)\,\frac1R .$$

For a bond of length $d$ along $z$, $\partial_x^2+\partial_y^2\to-\partial_z^2$ turns the operator products for $\sigma,\pi,\delta$ into $\frac{45}{16\pi}\partial_z^4$, $-\frac{15}{8\pi}\partial_z^4$, $\frac{15}{32\pi}\partial_z^4$, so

$$S_{dd(\sigma,\pi,\delta)} = 10\left(\frac{w}{d}\right)^5(-6,\;4,\;-1).$$

Equivalently, $S_m=-140\sqrt\pi\;G(2m,2m,40)\,(w/d)^5$, with $G=\int Y_{L'}Y_LY_{L''}\,d\Omega$ and only $l''=4$ contributing.

For bond direction $\mathbf n$, a diagonal element is $\omega_\sigma S_\sigma+\omega_\pi S_\pi+\omega_\delta S_\delta$. The Slater-Koster weights $(\omega_\sigma,\omega_\pi,\omega_\delta)$ are $3n_x^2n_y^2$, $n_x^2+n_y^2-4n_x^2n_y^2$, $n_z^2+n_x^2n_y^2$ for $xy$, and, with $c=n_z^2$, $(3c-1)^2/4$, $3c(1-c)$, $\frac34(1-c)^2$ for $3z^2-r^2$.

In the atomic-sphere approximation the potential is spherical inside radius $s$, and tails solve $\nabla^2\psi=-\kappa^2\psi$ with $\kappa=0$. The radial solution $\phi_l(\varepsilon,r)$ at energy $\varepsilon$, with $D=s\phi'(s)/\phi(s)$, joins $K_l-PJ_l$ at $s$ up to a factor. This gives the potential function and the condition for the levels:

$$P_l(\varepsilon)=2(2l+1)\left(\frac ws\right)^{2l+1}\frac{D+l+1}{D-l},$$

$$\det[P(\varepsilon)-S(\mathbf k)]=0,\qquad S(\mathbf k)=\sum_{\mathbf R\neq0}e^{i\mathbf k\cdot\mathbf R}S(\mathbf R).$$

Hopping integrals $V_{ddm}=\Delta\,S_{ddm}$, with one positive energy $\Delta$, require four conditions: zero kinetic energy between the atoms, unscreened $S$, no mixing with s and p, and $P$ linear in energy. The law $d^{-5}$ compares bonds in one crystal; it does not by itself describe dilation.

Q: The sign of the hopping then depends on whether $P$ rises or falls with energy.

A: It rises. With $u=r\phi$ the radial equation is $-\frac12u''+(U-\varepsilon)u=0$, $U=V+l(l+1)/2r^2$. A dot denotes $\partial/\partial\varepsilon$, and differentiation gives $-\frac12\dot u''+(U-\varepsilon)\dot u=u$. Multiply this by $u$, the first equation by $\dot u$, and subtract: $-\frac12(u\dot u'-\dot uu')'=u^2$. Integrate from $0$, where the bracket vanishes, to $s$. Since $D=su'/u-1$, one has $\dot D=s(u\dot u'-\dot uu')/u^2$, and

$$\dot D=-\frac{2}{s\,\phi^2(s)}\int_0^s\phi^2r^2dr .$$

Also $dP/dD=-2(2l+1)^2(w/s)^{2l+1}/(D-l)^2$. Both factors are negative, so $\dot P>0$. The band centre $C$ is the energy where $P=0$, that is $D=-l-1=-3$. There $(D-l)^2=(2l+1)^2$ and $dP/dD=-2(w/s)^5$. For $\phi$ normalized in the sphere,

$$\Delta\equiv\frac1{\dot P(C)}=\frac14\left(\frac sw\right)^5s\,\phi^2(s)>0 .$$

In Rydberg units the kinetic term is $-u''$ and the factor is $\frac12$. If $P=(\varepsilon-C)/\Delta$ across the band and only the d block of $S$ is kept, the condition becomes $\det[\varepsilon-C-\Delta S(\mathbf k)]=0$. This is an orthogonal tight-binding model with $V_{ddm}(d)=\Delta\,S_{ddm}=10\,\Delta w^5(-6,4,-1)/d^5$. The length $w$ cancels in $\Delta w^5=s^6\phi^2(s)/4$, so a $\Delta$ and an $S$ defined with different $w$ must never be multiplied.

Q: Real potential functions are curved, and real d bands cross an s band.

A: Both effects spoil the ratio. To second order $P=(\varepsilon-C)/[\Delta+\gamma(\varepsilon-C)]$. Expanding, $P=(\varepsilon-C)/\Delta-\gamma(\varepsilon-C)^2/\Delta^2$, so $\gamma=-\ddot P/(2\dot P^2)$ at $C$. Setting $P$ equal to an eigenvalue of $S$ and solving for the energy gives the Hamiltonian $C+\Delta S(1-\gamma S)^{-1}=C+\Delta S+\gamma\Delta S^2+\cdots$. The term $S^2$ is a sum over two-step paths. Paths that go out to a neighbour and back shift and split the levels of the starting atom, and paths that link two different atoms pass through a third. The term depends on the environment and has no fixed ratio, and it is small only if $|\gamma S|\ll1$. For hybridization, let $a$ label the s and p channels. Eliminating their coefficients from $(P-S)b=0$ replaces $S_{dd}$ by $S_{dd}+S_{da}(P_a-S_{aa})^{-1}S_{ad}$, which adds paths through the s and p orbitals of other atoms. The screened constants $S(1-\alpha S)^{-1}$ of the tight-binding LMTO method have the same structure. Their corrections $S\alpha S+\cdots$ are sums over paths of two or more steps, so in general they keep neither the law $d^{-5}$ nor the ratio $-6:4:-1$, and screened and bare values must not be mixed in one model.

Q: And $\kappa=0$ looks arbitrary. What happens if the tails have an energy?

A: Take $\kappa=iq$, an energy $-q^2/2$ relative to the flat potential, so that tails obey $\nabla^2\psi=q^2\psi$. Define $K_L=\frac{w^3}{3}\mathcal{Y}_L(\nabla)g$ with $g=e^{-qr}/r$, and $J_L=15\,i_2(qr)Y_L/(10\,q^2w^2)$, with $i_l$ the modified spherical Bessel function. Since $i_2(t)\to t^2/15$, both reduce to the former functions as $q\to0$. The regular solutions $i_l(qr)Y_L$ are $\mathcal{Y}_L$ times a series in $r^2$. Their terms of degree two are the leading $l=2$ terms and an $r^2$ term from $l=0$, and $\mathcal{Y}_{L'}(\nabla)r^2=0$ because $T$ is traceless. So $S=-\frac{8\pi}{9}w^5\mathcal{Y}_{L'}(\nabla)\mathcal{Y}_L(\nabla)g$ as before, but now $\partial_x^2+\partial_y^2\to q^2-\partial_z^2$. The three operators become

$$\frac{5}{16\pi}(3\partial_z^2-q^2)^2,\qquad\frac{15}{8\pi}\,\partial_z^2(q^2-\partial_z^2),\qquad\frac{15}{32\pi}(q^2-\partial_z^2)^2 .$$

Let $\xi=qd$. The product rule on $e^{-qz}/z$ gives $\partial_z^2g=e^{-\xi}A_2/d^3$ and $\partial_z^4g=e^{-\xi}A_4/d^5$, with $A_2=\xi^2+2\xi+2$ and $A_4=\xi^4+4\xi^3+12\xi^2+24\xi+24$. The polynomials needed are

$$9A_4-6\xi^2A_2+\xi^4=4\xi^4+24\xi^3+96\xi^2+216\xi+216,$$

$$\xi^2A_2-A_4=-(2\xi^3+10\xi^2+24\xi+24),\qquad \xi^4-2\xi^2A_2+A_4=8\xi^2+24\xi+24 .$$

The prefactors, after multiplication by $-8\pi/9$, are $-5/18$, $-5/3$ and $-5/12$. In units of $(w/d)^5$,

$$S_\sigma=-60e^{-\xi}\left(1+\xi+\tfrac49\xi^2+\tfrac19\xi^3+\tfrac1{54}\xi^4\right),$$

$$S_\pi=40e^{-\xi}\left(1+\xi+\tfrac5{12}\xi^2+\tfrac1{12}\xi^3\right),\qquad S_\delta=-10e^{-\xi}\left(1+\xi+\tfrac13\xi^2\right).$$

The common normalization is a convention, but the ratios are not. Subtracting $1+\xi+\xi^2/3$ from the first two brackets leaves $\frac19\xi^2(1+\xi+\xi^2/6)$ and $\frac1{12}\xi^2(1+\xi)$, so for small $\xi$

$$S_\sigma/S_\delta\approx6\,(1+\xi^2/9),\qquad S_\pi/S_\delta\approx-4\,(1+\xi^2/12).$$

There is no linear correction. At this order a positive energy corresponds to $\xi^2\to-\kappa^2d^2$ and moves the ratios the other way. For $\xi\gg1$ the $\sigma$ integral dominates, as it does for exponentially bound orbitals. The structure constants keep the canonical ratio only if these corrections are small, $|\kappa|^2d^2\ll9$, a condition that distant shells violate first. This is a condition on $S$, not directly on the levels: $K$ and $J$ change with $\kappa$, so $P$ changes too, and in $\det[P-S]=0$ the two changes can largely cancel, as they do in the example below.

Q: You warned me about dilation. If $V\propto\Delta w^5/d^5$, is the exponent not $-5$?

A: Only if $\Delta w^5=s^6\phi^2(s)/4$ stays fixed as the sphere grows. A solvable model shows what happens. Take a well of depth $V_0$ and radius $r_0\le s$, with zero potential beyond. Inside, $\phi\propto j_2(kr)$ with $k^2=2(V_0+\varepsilon)$. With $t=kr_0$, the recurrence $tj_2'+3j_2=tj_1$ gives $D(r_0)+3=tj_1/j_2$. Tune $V_0$ so that $j_1(t)=0$ at $\varepsilon=0$. Outside the well the zero-energy solutions are $r^2$ and $r^{-3}$, and $D=-3$ selects $\phi=\phi_0(r_0/r)^3$. So $C=0$ for every $s$.

The inner norm follows from the formula for $\dot D$. At the zero of $j_1$, $dD/dt=tj_1'/j_2=-t$, because $j_1'=j_1/t-j_2$. Also $dt/d\varepsilon=r_0/k=r_0^2/t$, so $\dot D=-r_0^2$ and the inner norm is $r_0^3\phi_0^2/2$. The outer norm is $\phi_0^2r_0^6\int_{r_0}^sr^{-4}dr=\phi_0^2r_0^3[1-(r_0/s)^3]/3$. Since $s^6\phi^2(s)=r_0^6\phi_0^2$, division by four times the total norm gives

$$\Delta w^5=\frac{r_0^3}{4\left[\frac56-\frac13(r_0/s)^3\right]} .$$

Under uniform dilation $d\propto s$. The bracket has the derivative $+(r_0/s)^3$ with respect to $\ln s$, so

$$\frac{d\ln|V|}{d\ln d}=-5-\frac{(r_0/s)^3}{\frac56-\frac13(r_0/s)^3}.$$

The extra term is the dilution of the normalized wave as more tail enters the sphere. It vanishes for a compact resonance, $r_0\ll s$, where $\Delta w^5\to0.3\,r_0^3$ and $d^{-5}$ holds under dilation too. A real crystal also changes its potential with volume, which this model leaves out.

## Lattice sums and numbers

Q: What does the ratio imply for a whole band?

A: Three things follow without diagonalization. Each $S(\mathbf R)$ has eigenvalues $10(w/R)^5(-6,4,4,-1,-1)$ with zero sum, so $\mathrm{tr}\,S(\mathbf k)=0$ and the five levels average to $C$ at every $\mathbf k$. Second, the Brillouin-zone average of $e^{i\mathbf k\cdot(\mathbf R+\mathbf R')}$ selects $\mathbf R'=-\mathbf R$, so the mean square eigenvalue is $\frac15\sum_{\mathbf R}\mathrm{tr}\,S(\mathbf R)^2=\frac15\cdot100\,(36+32+2)\sum(w/R)^{10}=1400\sum(w/R)^{10}$. Third, the levels at $\Gamma$ follow from the weights. For the twelve fcc nearest neighbours and the $xy$ orbital, four bonds in the $xy$ plane have weights $(\frac34,0,\frac14)$ and eight have $(0,\frac12,\frac12)$, so $t_{2g}=3S_\sigma+4S_\pi+5S_\delta=-70\,(w/d_1)^5$. For $3z^2-r^2$, four bonds with $c=0$ have $(\frac14,0,\frac34)$ and eight with $c=\frac12$ have $(\frac1{16},\frac34,\frac3{16})$, so $e_g=\frac32S_\sigma+6S_\pi+\frac92S_\delta=105\,(w/d_1)^5$. The trace is $3(-70)+2(105)=0$.

Q: Give me numbers for a real lattice.

A: Choose an fcc lattice with $a=9.75$ bohr and the model well with $r_0=3.0$ bohr. Both are inputs, and the nodeless well state only stands in for the d resonance of a real metal. With four atoms per cube, $4\pi w^3/3=a^3/4$ gives $w=s=3.8103$ bohr. The shells lie at $d_1=a/\sqrt2=6.8943$ bohr and $d_2=9.7500$ bohr. Then $w/d_1=0.55267$, $(w/d_1)^5=0.051562$ and $(w/d_2)^5=0.009115$.

The first zero of $j_1$ is $kr_0=4.49341$, so $V_0=\frac12(4.49341/3)^2=1.12171$ Ha. With $(r_0/s)^3=0.48809$,

$$\Delta w^5=\frac{27}{4\,(5/6-0.48809/3)}=10.065\ \text{Ha bohr}^5,\qquad \Delta=\frac{10.065}{803.11}=0.012533\ \text{Ha}=0.3410\ \text{eV}.$$

The first shell has $S=(-60,40,-10)\times0.051562=(-3.0937,\,2.0625,\,-0.5156)$, and multiplication by $\Delta$ gives $V=(-0.038772,\,0.025848,\,-0.006462)$ Ha, or $(-1.055,\,0.703,\,-0.176)$ eV. The second shell is smaller by $(d_1/d_2)^5=0.17678$, with $V=(-0.006854,\,0.004569,\,-0.001142)$ Ha. The second-shell $\sigma$ integral exceeds the first-shell $\delta$ integral in size, so it is not consistent to keep the latter and drop the former.

Q: May I stop at nearest neighbours?

A: That depends on the quantity. The second moment is $44.665$ from the first shell and $45.823$ from all shells, because it falls as $R^{-10}$. The root mean square of $S$ is $6.7693$, an energy of $6.7693\times0.012533=0.08484$ Ha. A rectangular band of width $W$ has variance $W^2/12$, so $W=\sqrt{12\times45.823}\,\Delta=23.45\,\Delta=0.2939$ Ha $=8.00$ eV. For comparison, the Wigner-Seitz estimate places the bottom of the band where the radial function has zero slope at the sphere surface (bonding, $D=0$) and the top where it has a node there (antibonding, $|D|=\infty$). For $w=s$ these give $P=-15$ and $P=10$, and with a linear $P$ a width of $25\Delta$. Both estimates fall short of the full range of eigenvalues of the fcc $S(\mathbf k)$, which runs from about $-16.4$ to $10.9$, a span of about $27$. For quantities fixed by the second moment, such as this rectangular width, one shell is enough: $\sqrt{44.665/45.823}=0.987$, so the one-shell value lies about 1% below the converged one.

Individual levels behave differently. At $\Gamma$ the first shell gives $t_{2g}=-70\times0.051562=-3.6093$ and $e_g=105\times0.051562=5.4140$, a splitting of $(5.4140+3.6093)\times0.012533=0.11309$ Ha. The converged sums are $-2.7438$ and $4.1158$, a splitting of $0.08597$ Ha. The nearest-neighbour value is too large by about a third. The cause is the sign of the $l''=4$ angular factor. The six second neighbours along the cube axes give $4S_\pi+2S_\delta=+140\,(w/d_2)^5$ for $t_{2g}$ and $3S_\sigma+3S_\delta=-210\,(w/d_2)^5$ for $e_g$, with coefficients twice as large as those of the first shell and of opposite sign. The second shell alone thus removes a fraction $2\times0.17678$ of the first-shell splitting, more than the converged sum does, and later shells restore part of it.

Q: And how well are the four conditions met here?

A: Only roughly, for the conditions that this model can test. Mixing with s and p is not estimated here and adds an error of its own. The curvature is $\gamma=0.0312$, so $\gamma$ times the root mean square of $S$ is $0.211$: the $S^2$ term changes typical level positions, measured from $C$, by about a fifth, pulling the lower levels toward $C$ and pushing the upper ones away. A tail energy of only $-0.020$ Ha, $q=0.2$ bohr$^{-1}$, gives $\xi=0.2\times6.8943=1.3789$, and $S/(w/d_1)^5=(-54.132,\,34.148,\,-7.588)$, a ratio $-7.134:4.500:-1$. This $q$ is only an illustration. The potential between the wells is zero and $C=0$, so a level lying one root mean square energy below $C$, at $-0.0848$ Ha, would have tails with $\xi=2.84$, for which the formulas above give about $-10.3:5.6:-1$. This large change of the ratio overstates the error in the levels, because $P$ changes with the tail energy as well. For these wells with d scattering only, giving the tails the energy of the level moves the $\Gamma$ $t_{2g}$ level from $-0.0316$ Ha (full $P$, $\kappa=0$) to $-0.0322$ Ha, the $\Gamma$ splitting from $0.0904$ to $0.0907$ Ha, and the low $xy$ level at X from $-0.122$ to $-0.128$ Ha. The product $\Delta w^5$ falls from $10.065$ at $s=w$ to $9.132$ at $s=1.2\,w$, toward the limit $8.100$ Ha bohr$^5$, and the exponent of $V=\Delta S$ under dilation is $-5.728$. The $\Gamma$ splitting from the full $P(\varepsilon)$ scales a little faster, with an exponent near $-5.84$. In this model, at fixed volume, the canonical ratio with $\Delta=1/\dot P(C)$ therefore misplaces typical levels by about a fifth before hybridization is counted. Near the bottom of the band the error is larger: at $S=-15$ one has $\gamma|S|=0.47$, and the linear law puts the level too far below $C$ by about half. Two shells give a $\Gamma$ splitting of $(1-2\times0.17678)\times0.11309=0.0731$ Ha, 15% below the converged value. The curvature raises both $\Gamma$ levels, so it changes their splitting little, by the fraction $\gamma\,(4.1158-2.7438)\approx4\%$ from the $S^2$ term and by about 6% in the closed form $\Delta S(1-\gamma S)^{-1}$, and for this splitting the neglect of later shells is the larger error. For an equation of state the exponent $-5$ cannot be assumed. Keeping the full $P(\varepsilon)$ removes the curvature error. What remains is the error from the tail energy, a few per cent or less for the levels quoted above, and the error from hybridization.

Q: How do I know no factor slipped?

A: The numerical check below computes the claims by independent roads. It verifies Hobson's formula for $l=2$ and $f=1/r$, the projection norm for $l=2$ and the values $-60,40,-10$ by symbolic differentiation, and compares them with Gaunt coefficients. It projects the displaced $K_L$ on spherical harmonics by quadrature, which uses only the definition of $S$: on the axis at two sphere radii, in an oblique direction against the Slater-Koster weights, for all $l,l'\le3$, and at finite $q$. The exponents fitted to quadrature at three distances are $-5.000000$ for $\sigma$, $\pi$ and $\delta$. It integrates the radial equation of the well and differentiates $P(\varepsilon)$ numerically, finding $\Delta=0.012533$ Ha and the exponent $-5.728$; the value of $\gamma$ comes from the same integration. It sums the fcc lattice at $\Gamma$ with two smooth cutoffs that agree, and it tests the trace and the second moment against eigenvalues of $S(\mathbf k)$ on a mesh.

## Values computed for the example and the checks

```
Gaunt G(20,20,40) = 0.241796, S/(w/d)^5 = -60
Gaunt G(21,21,40) = -0.161197, S/(w/d)^5 = 40
Gaunt G(22,22,40) = 0.040299, S/(w/d)^5 = -10
quadrature exponents sigma, pi, delta: -5.000000 -5.000000 -5.000000
a = 9.75 bohr (input), r0 = 3.0 bohr (input)
w = s = 3.8103 bohr, d1 = 6.8943 bohr, d2 = 9.7500 bohr
w/d1 = 0.55267, (w/d1)^5 = 0.051562, (w/d2)^5 = 0.009115
(d1/d2)^5 = 0.17678, w^5 = 803.11 bohr^5
k r0 = 4.49341, well depth = 1.12171 Ha, (r0/s)^3 = 0.48809
Delta w^5 [Ha bohr^5]: s=w 10.0651, s=1.2w 9.1317, s=inf 8.1000
Delta = 0.012533 Ha = 0.3410 eV (numerical 0.012533 Ha)
gamma = 0.0312, exponent under dilation = -5.728 (numerical -5.728)
1st shell S: -3.09370 2.06247 -0.51562
1st shell V [Ha]: -0.038772 0.025848 -0.006462
1st shell V [eV]: -1.0550 0.7034 -0.1758
2nd shell S: -0.54689 0.36460 -0.09115
2nd shell V [Ha]: -0.006854 0.004569 -0.001142
2nd shell V [eV]: -0.1865 0.1243 -0.0311
q = 0.2 1/bohr (input), kappa^2/2 = -0.020 Ha, x = q d1 = 1.3789
finite q, S/(w/d)^5: -54.132 34.148 -7.588
finite q, ratio: -7.134 : 4.500 : -1
Gamma S, nearest: t2g -3.6093, eg 5.4140
Gamma S, all shells: t2g -2.7438, eg 4.1158
Gamma eg-t2g [Ha]: nearest 0.11309, all 0.08597
second moment of S: nearest 44.665, all 45.823
rms S = 6.7693, gamma*rms = 0.211, rms energy = 0.08484 Ha
rectangular width = 23.45 Delta = 0.2939 Ha = 8.00 eV
```
